\section*{Viscous frequency shift of a quartz crystal in atmospheric nitrogen}

\section*{Problem}

A 6 MHz AT-cut quartz crystal, of the kind used to monitor film deposition, vibrates in thickness shear. Nitrogen at 760 Torr and 300 K is admitted to one face. Estimate the change of resonance frequency, relative to vacuum, caused by the viscous shear load alone. Ignore the static effect of the gas pressure on the quartz. Then decide how far the estimate can be trusted, and whether it can be carried down to a deposition pressure of 1 Torr.

Rough typical material values are: gas viscosity $\eta=18\ \mu\mathrm{Pa\,s}$, quartz density $\rho_q=2.65\ \mathrm{g/cm^3}$ and piezoelectrically stiffened shear modulus $\mu_q=29.5$ GPa. The molar mass of nitrogen is $M=28.0$ g/mol.

\section*{Solution}

\subsection*{The load exerted by the gas}

Let the plate occupy $-d<z<0$ and the gas $z>0$. The plate is flat, lossless and laterally uniform, and all motion is along $x$. Apart from the use of the stiffened modulus, the electrical effect of the electrodes is neglected; for shorted electrodes it would raise the magnitude of the shift by about 0.6\% when crystals of the same resonance frequency are compared. Oscillating quantities carry the factor $e^{i\omega t}$, with $\omega=2\pi f$. The gas is first taken as a Newtonian fluid that sticks to the wall. For this parallel flow the convective term vanishes, so momentum balance for the gas velocity $v(z)$ is
\begin{equation}
i\omega\rho v=\eta v'' .
\end{equation}
Trying $v=v_0e^{-qz}$ gives $q^2=i\omega\rho/\eta$. Since $(1+i)^2=2i$, the root that decays into the gas is
\begin{equation}
q=\frac{1+i}{\delta},\qquad
\delta=\sqrt{\frac{2\eta}{\omega\rho}}=\sqrt{\frac{\eta}{\pi f\rho}} .
\end{equation}
The amplitude falls by a factor $e$ over the distance $\delta$.

Define the load impedance $Z$ as the retarding shear stress divided by the wall velocity. The gas exerts the stress $\eta v'(0)=-\eta qv_0$ on the plate, so
\begin{equation}
Z=\eta q=(1+i)\frac{\eta}{\delta}=(1+i)\sqrt{\pi f\rho\eta}. \label{eq:Z}
\end{equation}

\subsection*{The response of the plate}

The shear wave speed in quartz is $c_q=\sqrt{\mu_q/\rho_q}$, and $k=\omega/c_q$. The rear face carries no oscillating stress, which selects the displacement
\begin{equation}
u=U\cos[k(z+d)].
\end{equation}
At the gas face the elastic stress is $\mu_qu'(0)=-\mu_qkU\sin kd$. The wall velocity is $i\omega U\cos kd$, so the stress from the gas is $-i\omega ZU\cos kd$. Equating the two stresses and dividing by $-\omega U\cos kd$ gives
\begin{equation}
Z_q\tan kd=iZ,\qquad
Z_q=\frac{\mu_qk}{\omega}=\sqrt{\rho_q\mu_q}. \label{eq:res}
\end{equation}

In vacuum $Z=0$, and the fundamental has $kd=\pi$, or $f_0=c_q/(2d)$. With gas, put $f=f_0+\Delta f$. Then $kd=\pi f/f_0=\pi+\pi\Delta f/f_0$. Because $|Z|\ll Z_q$, the shift is small and $\tan kd\simeq\pi\Delta f/f_0$. Evaluating $Z$ at $f_0$ is consistent to this order, so
\begin{equation}
\Delta f=\frac{if_0Z}{\pi Z_q}. \label{eq:perturb}
\end{equation}
Inserting \eqref{eq:Z} and using $i(1+i)=-1+i$ gives
\begin{equation}
\Delta f=(-1+i)\frac{f_0}{\pi Z_q}\sqrt{\pi f_0\rho\eta}.
\end{equation}
The real part is the frequency shift:
\begin{equation}
\boxed{\operatorname{Re}\Delta f=-f_0^{3/2}
\sqrt{\frac{\rho\eta}{\pi\rho_q\mu_q}}}. \label{eq:main}
\end{equation}
The imaginary part is positive, so the free vibration decays as $e^{-2\pi\Gamma t}$ with $\Gamma=\operatorname{Im}\Delta f$. This $\Gamma$ is the half-bandwidth of the resonance, and in this model it equals the magnitude of the shift.

The shift can also be read as a mass. A rigid layer of areal mass $m$ needs the stress $i\omega mv_0$ to accelerate it, so $Z=i\omega m$. Equation \eqref{eq:perturb} then gives
\begin{equation}
\Delta f=\frac{if_0(i\,2\pi f_0m)}{\pi Z_q}=-\frac{2f_0^2m}{Z_q}. \label{eq:mass}
\end{equation}
For the gas, $\operatorname{Im}Z=\eta/\delta$. Since $\eta=\omega\rho\delta^2/2$, this equals $\omega(\rho\delta/2)$. The frequency responds as if a gas layer of thickness $\delta/2$ moved rigidly with the plate.

\subsection*{Numbers}

The ideal-gas law, with 760 Torr equal to 101325 Pa, gives
\begin{equation}
\rho=\frac{pM}{RT}=\frac{101325\times0.0280}{8.314\times300}
=1.137\ \mathrm{kg/m^3}.
\end{equation}
The decay length and the real part of the gas impedance are
\begin{align}
\delta&=\sqrt{\frac{1.80\times10^{-5}}{\pi(6.0\times10^6)(1.137)}}\ \mathrm{m}=916\ \mathrm{nm},\\
\frac{\eta}{\delta}&=\frac{1.80\times10^{-5}}{9.163\times10^{-7}}
=19.6\ \mathrm{kg/(m^2\,s)}.
\end{align}
With $Z_q=8.84\times10^6\ \mathrm{kg/(m^2\,s)}$, the ratio of the two is $2.22\times10^{-6}$, which justifies the expansion. Hence
\begin{equation}
\operatorname{Re}\Delta f=-\frac{6.0\times10^6\ \mathrm{Hz}}{\pi}
(2.22\times10^{-6})=-4.2\ \mathrm{Hz},
\end{equation}
or $-0.71$ ppm. The equivalent rigid mass is $\rho\delta/2=52\ \mathrm{ng/cm^2}$.

As a separate check, the elastic plate and the viscous gas were divided into finite elements and their joint complex natural frequency was computed, without using \eqref{eq:Z} or \eqref{eq:res}. The shift was $-4.244$ Hz and the half-bandwidth $4.243$ Hz, against $4.243$ Hz in magnitude from the formula. Halving the element size changed the shift by $0.0009$ Hz. This agreement supports the algebra; it says nothing about the assumptions shared by both calculations.

\subsection*{Slip at the wall}

The gas is not a perfect continuum on the scale of $\delta$. Let $v_w$ be the wall velocity and $v_g$ the gas velocity extrapolated to the wall. Molecules strike unit area with mass flux $J=\rho\bar c/4$, where $\bar c=\sqrt{8RT/(\pi M)}$ is their mean speed. In Maxwell's estimate the arriving molecules bring momentum $Jv_g$ plus half the viscous stress, $\eta v'/2$. After diffuse reflection they leave with the wall velocity and carry away $Jv_w$. The net transfer must equal the full stress:
\begin{equation}
\eta v'=J(v_g-v_w)+\tfrac12\eta v'
\quad\Longrightarrow\quad
v_g-v_w=\frac{\eta}{2J}v'\equiv bv'.
\end{equation}
Substituting $J$, $\bar c$ and $\rho=pM/(RT)$ gives
\begin{equation}
b=\frac{2\eta}{\rho\bar c}
=\frac{\eta}{p}\sqrt{\frac{\pi RT}{2M}}\equiv\lambda .
\end{equation}
This length is taken here as the definition of the mean free path; its value is $\lambda=66.5$ nm.

In the gas $v'=-qv_g$ at the wall, so $v_g=v_w/(1+qb)$. With $\varepsilon=b/\delta$, the impedance becomes
\begin{equation}
Z=\frac{\eta q}{1+qb}
=\frac{\eta}{\delta}\,\frac{1+i}{1+\varepsilon+i\varepsilon}
=\frac{\eta}{\delta}\,
\frac{(1+2\varepsilon)+i}{(1+\varepsilon)^2+\varepsilon^2}.
\end{equation}
The last form follows on multiplying numerator and denominator by $1+\varepsilon-i\varepsilon$. The frequency shift depends on $\operatorname{Im}Z$, so it is multiplied by $1/[(1+\varepsilon)^2+\varepsilon^2]$. For $\varepsilon=0.0725$ this factor is $0.865$, and the shift becomes $-3.7$ Hz. In this estimate slip lowers its magnitude by about 13\%. Solving the linearised kinetic equation with a single collision rate and diffuse reflection gives a slip length of about $1.15\lambda$ and a shift nearer $-3.6$ Hz, so ``about 4 Hz'' remains a fair statement.

A second kinetic correction arises because the stress needs a time $\tau\approx\eta/p=0.18$ ns to follow the velocity gradient. With a single relaxation time, $\eta$ is replaced by $\eta/(1+i\omega\tau)$. Since $Z\propto\sqrt\eta$, it gains the factor $(1+i\omega\tau)^{-1/2}\simeq1-i\omega\tau/2$. The imaginary part of $(1+i)(1-i\omega\tau/2)$ is $1-\omega\tau/2$, so this factor alone would lower the shift by $0.3\%$. The stress also depends on the velocity gradient over a distance of about $\lambda$, which gives a correction of the same order and can reverse the sign. Both are negligible here.

\subsection*{A few cases}

At fixed temperature $\rho\propto p$, while the viscosity of a dilute gas is nearly independent of pressure. The no-slip shift then varies as $f_0^{3/2}p^{1/2}$, and $\lambda/\delta$ varies as $(f_0/p)^{1/2}$. All rows below are for nitrogen at 300 K on one face. The last column uses Maxwell's estimate $b=\lambda$; the kinetic equation gives magnitudes about 2 to 6\% smaller in the first three rows.

\begin{center}
\begin{tabular}{ccccc}
\hline
$f_0$ & $p$ & $\lambda/\delta$ & No slip & With slip\\
(MHz) & (Torr) & & (Hz) & (Hz)\\
\hline
6 & 760 & 0.073 & $-4.2$ & $-3.7$\\
6 & 190 & 0.145 & $-2.1$ & $-1.6$\\
10 & 760 & 0.094 & $-9.1$ & $-7.6$\\
6 & 1 & 2.0 & not valid & not valid\\
\hline
\end{tabular}
\end{center}

The slip correction grows as the pressure falls because $\lambda\propto1/p$ increases faster than $\delta\propto p^{-1/2}$. At 1 Torr, $\lambda=50.5\ \mu$m exceeds $\delta=25.3\ \mu$m, and $\omega\tau\approx5$: most molecules do not collide within the time $1/\omega$. The continuum description has failed, and a slip correction cannot repair it.

The opposite limit is simple. If arriving molecules carry no memory of the wall motion and leave with the wall velocity, the retarding stress is $Jv_w$. Then $Z=J=\rho\bar c/4=\eta/(2\lambda)$ is real. By \eqref{eq:perturb}, a real load produces damping and no frequency shift to first order. Using the 1 Torr values as a rough guide,
\begin{equation}
Z\approx\frac{1.80\times10^{-5}}{2(5.05\times10^{-5})}
=0.18\ \mathrm{kg/(m^2\,s)},\qquad
\Gamma=\frac{f_0Z}{\pi Z_q}\approx0.04\ \mathrm{Hz}.
\end{equation}

\subsection*{Comparison with a real monitor crystal}

The result is one contribution to the reading, not a prediction of the whole reading. One sizeable omission is the static pressure effect set aside in the question. Taking a rough coefficient of $+1\times10^{-9}$ per Torr for pressure acting all round an AT-cut plate gives
\begin{equation}
(6.0\times10^6\ \mathrm{Hz})(10^{-9}\ \mathrm{Torr^{-1}})(760\ \mathrm{Torr})
=+4.6\ \mathrm{Hz}.
\end{equation}
This is comparable with the viscous term and opposite in sign, but it cannot simply be added to the one-face result. Gas all round the plate also loads the rear face, which doubles the viscous shift to about $-7$ Hz with slip. The rough sum of the two effects is then about $-3$ Hz, but it is a difference of two similar terms and depends strongly on the assumed pressure coefficient: a value of $1.4\times10^{-9}$ per Torr would give a static shift of $+6.4$ Hz and a sum of about $-1$ Hz. If the rear face is kept in vacuum, the coefficient for all-round pressure does not apply. The pressure difference then also bends the plate, and the static shift for that case is not estimated here. For a plate 0.28 mm thick with a free radius of 6 mm, a difference of 760 Torr gives a bending stress of several tens of MPa, so the strength of the crystal must be checked before such a measurement.

Real crystals also depart from the flat, uniform plate. Surface pits that are narrow compared with $\delta$ can carry gas almost rigidly. For an assumed mean depth of 100 nm, \eqref{eq:mass} with $m=\rho\times100$ nm gives a further $-0.9$ Hz if the lag of the gas near the pit mouths is ignored. The lag reduces this value: for no-slip flow over grooves parallel to the motion, covering half the surface and 200 nm deep, the extra shift is about $-0.85$ Hz at 100 nm width and $-0.76$ Hz at 200 nm width. Adsorption acts in the same direction. A full nitrogen monolayer, at roughly $0.16\ \mathrm{nm^2}$ per molecule, would give $-2.4$ Hz, but this sets a scale and is not the coverage expected at 300 K. Admitting gas may also change the crystal temperature; an assumed coefficient of 0.1 ppm/K makes a change of 1 K worth 0.6 Hz.

Finally, lateral variation of the shear amplitude produces some normal motion, which radiates sound. For an assumed normal-to-shear velocity ratio $a=0.03$ and sound speed $c_s=353$ m/s, the radiated power relative to the viscous loss is $a^2\rho c_s/(\eta/\delta)=1.8\%$. An outgoing plane wave is a nearly real load here and so mainly adds damping. A nearby reflecting wall can also make it shift the frequency, and the figure of 1.8\% is then not a bound.

To isolate the viscous term in a measurement, the pressure, temperature and surface contributions must therefore be separated from it. The inputs and main results are collected in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
Crystal frequency: 6.0 MHz
Gas temperature: 300 K
Gas pressure: 760 Torr
Nitrogen molar mass: 28.0 g/mol
Gas viscosity (rough input): 18.0 uPa s
Gas density: 1.1374 kg/m3
Quartz density (rough input): 2.65 g/cm3
Quartz shear modulus (rough input): 29.5 GPa
Quartz shear impedance: 8.8417e+06 kg/(m2 s)
Plate thickness: 278.0 um
Shear decay length: 916.3 nm
Real part of gas impedance: 19.645 kg/(m2 s)
Gas/quartz impedance ratio: 2.222e-06
Viscous frequency shift, formula: -4.243 Hz
Relative frequency shift: -0.707 ppm
Frequency shift, coupled plate: -4.244 Hz
Half-bandwidth, coupled plate: 4.243 Hz
Change on halving mesh size: 9.05e-04 Hz
Gas/wall amplitude at one decay length: 0.3680
Equivalent rigid mass: 52.11 ng/cm2
Shift ratio at quarter density: 0.5000
Shift of 10 MHz coupled plate: -9.133 Hz
Mean free path: 66.5 nm
Mean free path/decay length: 0.0725
Slip factor on shift: 0.8654
Viscous shift with slip: -3.672 Hz
Coupled-plate shift with slip: -3.673 Hz
Stress-relaxation time: 0.1776 ns
Shift reduction from relaxation: 0.335 %
Pressure coefficient (rough): 1.0e-09 per Torr
Omitted hydrostatic shift (rough): +4.6 Hz
Assumed mean pit depth: 100 nm
Shift from gas carried in pits: -0.926 Hz
Area per adsorbed N2 (rough): 0.16 nm2
Full N2 monolayer mass: 29.1 ng/cm2
Full N2 monolayer shift: -2.37 Hz
Assumed thermal coefficient: 0.1 ppm/K
Thermal shift for 1 K: 0.60 Hz in magnitude
Assumed normal/shear amplitude: 0.03
Sound speed in gas: 353 m/s
Sound/viscous load ratio: 1.8 %
Low pressure for comparison: 1 Torr
Decay length at low pressure: 25.3 um
Mean free path at low pressure: 50.5 um
\end{verbatim}
